# Why a filled d shell gets a Hubbard energy from sphere projectors

**Question**

I am trying to understand the Hubbard correction in the Dudarev form,

$$E_U=\frac{U}{2}\sum_\sigma \mathrm{Tr}\left(n_\sigma-n_\sigma^2\right),$$

where $n_\sigma$ is the $5\times5$ occupation matrix of the d shell for spin $\sigma$ and $U$ is the effective parameter (often written $U-J$). If every d orbital is full, I expect $n_\sigma=1$ and therefore $E_U=0$. But when the occupations are measured inside an atomic sphere, the diagonal elements come out below 1 and the energy is positive.

To see what happens I took a hydrogenic 3d orbital with nuclear charge $Z=9$, a sphere of radius $R=2$ bohr and $U=0.2$ hartree. How do I get the fraction of the orbital inside the sphere in closed form? What energy does the filled shell then acquire? And what happens to the potential? I am unsure what "wrong" even means there, since the correction is supposed to shift filled levels anyway.

**Answer**

Your shell is full, but the sphere does not see all of it. The functional cannot distinguish a full orbital that sticks out of the sphere from a partly filled one, and it penalizes partial filling. I use Hartree atomic units, keep the orbitals fixed at first, and assume that the d weight inside the sphere is used as it is, without renormalization. Not every DFT+U implementation does this.

**The fraction inside the sphere**

The radial function is $R_{32}(r)=N r^2e^{-Zr/3}$. The probability density in $r$ is $r^2R_{32}^2=N^2r^6e^{-2Zr/3}$. Normalization requires

$$1=N^2\int_0^\infty r^6e^{-2Zr/3}\,dr=N^2\,\frac{6!}{(2Z/3)^7},\qquad N^2=\frac{(2Z/3)^7}{6!}.$$

Let $q$ be the fraction inside radius $R$. Substituting $t=2Zr/3$ turns $r^6\,dr$ into $t^6\,dt/(2Z/3)^7$, which cancels the prefactor:

$$q=\frac{1}{6!}\int_0^x t^6e^{-t}\,dt,\qquad x=\frac{2ZR}{3}.$$

Define $I_k=\frac{1}{k!}\int_0^x t^ke^{-t}dt$, so that $q=I_6$. Integrating by parts, with $e^{-t}$ as the factor to be integrated, gives

$$I_k=\frac{1}{k!}\Big[-t^ke^{-t}\Big]_0^x+\frac{k}{k!}\int_0^x t^{k-1}e^{-t}dt=-\frac{x^k}{k!}e^{-x}+I_{k-1}\qquad(k\ge1).$$

Six such steps lead down to $I_0=1-e^{-x}$, and collecting the terms gives

$$\boxed{q=1-e^{-x}\sum_{k=0}^{6}\frac{x^k}{k!}}$$

For a large sphere $q\to1$. For a small one, $e^{-t}\approx1$ in the integral gives $q\approx x^7/7!$, which vanishes as it should.

For your numbers $x=2\cdot9\cdot2/3=12$. The sum is $7457.80$ and $e^{-12}=6.14421\times10^{-6}$, so

$$1-q=6.14421\times10^{-6}\times7457.80=0.0458,\qquad q=0.9542.$$

Less than 5% of the orbital is outside.

**The occupation matrix of the filled shell**

Take five orthonormal real 3d orbitals of one spin, $\psi_i=R_{32}(r)\sum_m W_{mi}Y_m$, where the $Y_m$ are real d harmonics and $W$ is an orthogonal matrix. The d component $m$ of orbital $i$ at radius $r$ is $c_{mi}(r)=W_{mi}R_{32}(r)$. With fillings $f_i$, the sphere occupations are

$$n_{mm'}=\sum_i f_i\int_0^R r^2c_{mi}(r)c_{m'i}(r)\,dr=q\sum_i f_iW_{mi}W_{m'i}.$$

For a filled shell all $f_i=1$, and $\sum_iW_{mi}W_{m'i}=\delta_{mm'}$ because $W$ is orthogonal. Hence $n_\sigma=q\,\mathbb 1$, whichever orthonormal set of d orbitals you fill. I have assumed an isolated atom; in a solid, tails of neighbouring orbitals can add d weight to the sphere.

**The spurious energy**

For each spin, $\mathrm{Tr}\,n_\sigma=5q$ and $\mathrm{Tr}\,n_\sigma^2=5q^2$. The two spins together give

$$\boxed{E_U=2\cdot\frac U2\,(5q-5q^2)=5Uq(1-q)}$$

For $U>0$ this is positive whenever $0<q<1$. A projector that captured the whole orbital would give zero, so all of this energy is spurious. Here

$$E_U=5\times0.2\times0.9542\times0.0458=0.0437\ \text{hartree}=1.19\ \text{eV}.$$

A loss of under 5% costs more than 1 eV because ten spin-orbitals each pay for it, and because the cost is of first order in the loss: for $1-q\ll1$, $E_U\approx5U(1-q)$, which is $0.0458$ hartree here.

**The potential**

The potential follows from the derivative of the energy with respect to the occupations. Writing $\mathrm{Tr}\,n^2=\sum_{ab}n_{ab}n_{ba}$, you see that each element $n_{mm'}$ appears in two factors, each time multiplied by $n_{m'm}$. Therefore

$$\frac{\partial E_U}{\partial n_{mm'}}=\frac U2\left(\delta_{mm'}-2n_{m'm}\right)=U\left(\tfrac12\delta_{mm'}-n_{m'm}\right).$$

For the filled shell this is $v\,\delta_{mm'}$ with

$$\boxed{v=U\left(\tfrac12-q\right)}$$

This answers your question about what "wrong" means. With a complete projector, $q=1$ and $v=-U/2$. That lowering of filled levels is what the functional is designed to do. The spurious part is the departure from it:

$$v-\left(-\frac U2\right)=U(1-q).$$

In your example $v=0.2\times(0.5-0.9542)=-0.0908$ hartree instead of $-0.1$ hartree. The attraction is too weak by $0.0092$ hartree, or $0.25$ eV.

**The shift of the orbital energy**

The number $v$ is not yet the shift of the level. The potential acts only on d waves inside the sphere, and the orbital has only the weight $q$ there. To first order in the potential, the level therefore moves by

$$\Delta\varepsilon=qv=qU\left(\tfrac12-q\right).$$

You can check this by varying the filling $f$ of one spin-orbital. Its contribution to the energy is $\frac U2(fq-f^2q^2)$, whose derivative at $f=1$ is $\frac U2(q-2q^2)$, the same expression.

The complete projector would give $-U/2$, so the level error is

$$\Delta\varepsilon+\frac U2=\frac U2\left(1+q-2q^2\right)=\frac U2(1-q)(1+2q).$$

It is positive: the filled level lies too high. In the example,

$$\Delta\varepsilon=0.9542\times(-0.09084)=-0.0867\ \text{hartree},$$

which is $0.0133$ hartree, or $0.36$ eV, above the intended $-0.1$ hartree. The loss enters twice, once in the strength of the potential and once in the weight on which it acts. For small loss these contribute $U(1-q)$ and $\frac12U(1-q)$, so the level error is about $\frac32U(1-q)$.

**How it depends on the sphere**

With $Z$ and $U$ unchanged, and energies in hartree:

| $R$ (bohr) | $q$ | $E_U$ | $v$ | $\Delta\varepsilon$ |
|---|---|---|---|---|
| 1.0 | 0.394 | 0.2387 | 0.0213 | 0.0084 |
| 1.5 | 0.793 | 0.1640 | −0.0586 | −0.0465 |
| 2.0 | 0.954 | 0.0437 | −0.0908 | −0.0867 |
| 2.5 | 0.992 | 0.0076 | −0.0985 | −0.0977 |
| 3.0 | 0.999 | 0.0010 | −0.0998 | −0.0997 |

The spurious energy is largest at $q=\frac12$, where it equals $5U/4=0.25$ hartree. This happens at $R=1.11$ bohr. Below that radius $v$ is positive, so the correction pushes a filled level up instead of down. For still smaller spheres $E_U$ returns to zero, but that is no sign of health: the sphere then contains almost no d charge, and the level receives almost no correction.

The energy would be harmless as a constant offset. It does not cancel, in general, between two calculations with different $R$, or between two structures in which the orbital has a different shape and hence a different $q$. I have kept $U$ fixed along the table; in practice a value of $U$ belongs to the projector for which it was determined.

**Does the orbital repair the error by relaxing?**

Only slightly in this model. Since $dE_U/dq=5U(1-2q)$ is negative for $q>\frac12$, the functional rewards moving charge into the sphere. I solved the radial equation with the potential $-Z/r$ held fixed and the step $v$ added inside the sphere, updating $v$ until it agreed with the orbital. The fraction rises from $0.9542$ to $0.9566$, and $E_U$ falls from $0.0437$ to $0.0415$ hartree. The level shift stays at about $-0.087$ hartree, still short of $-0.1$. With the potential $-Z/r$ held fixed, the fixed-orbital formulas are therefore adequate, and the error survives. A full calculation also lets the electron-electron potential respond, which this model leaves out, and for the level that response is not small. For a Zn atom in LDA with the same $R$, $U$ and step potential, $q$ is $0.953$ to $0.954$ and $E_U$ is $0.045$ to $0.044$ hartree, depending on the basis, both close to the model. The self-consistent 3d level, however, moves by only about $-0.065$ hartree. So $\Delta\varepsilon=qv$ is the unscreened shift, and in a real shell the level error can be larger than the formula gives.

**A cure, and its limit**

Divide the projector by the $q$ of a reference orbital. The occupations become $\tilde n_\sigma=n_\sigma/q=\mathbb 1$, so $E_U=0$. The potential strength becomes $U(\frac12-1)=-U/2$, and it now multiplies the rescaled projector, whose expectation value in the orbital is $q/q=1$. To first order in the potential, the level shift is then $-U/2$, as intended.

This works for the reference orbital as long as it is held fixed. The rescaled potential still acts only inside the sphere, so it contracts the orbital. Relaxed in the same model, the measured occupation becomes $1.003$ and $E_U\approx-0.003$ hartree at $R=2$ bohr, and $1.017$ and $E_U\approx-0.017$ hartree at $R=1.5$ bohr. If the actual orbital has a different fraction $q'$, the measured occupation is $s=q'/q$ and the filled shell has the energy $5Us(1-s)$. That is positive if the orbital has spread out and negative if it has contracted, since then $s>1$. The error is again of first order, about $5U(1-s)$ for $s$ near 1, so with $U=0.2$ hartree a mismatch of 1% already amounts to $0.01$ hartree, or $0.27$ eV. Without renormalization the energy would be $5Uq'(1-q')$. Since $s(1-s)=q'(q-q')/q^2$, renormalization makes the energy error smaller in magnitude only when $|q'-q|<q^2(1-q')$. For $q=0.9542$ this means $q'$ between about $0.488$ and $0.976$; outside that range the energy error does not shrink.

The numerical check obtains the fraction and the occupation matrix by direct integration, and the potential and level shift by numerical differentiation of the functional; they agree with the formulas above.

## Computed results

```
Nuclear charge Z = 9
Sphere radius R = 2.0 bohr
Effective Hubbard U = 0.200 hartree = 5.442 eV
Dimensionless radius x = 12.0
Sum of x^k/k!, k=0..6 = 7457.80
exp(-x) = 6.14421e-06
Fraction inside q = 0.95418
Missing fraction 1-q = 0.04582
Fraction by quadrature = 0.95418
Spurious energy, filled shell = 0.04372 hartree = 1.190 eV
Small-loss estimate 5U(1-q) = 0.04582 hartree
Potential strength v = -0.09084 hartree
Whole-orbital value -U/2 = -0.10000 hartree
Error of potential strength = 0.00916 hartree = 0.249 eV
Level shift q*v = -0.08667 hartree
Error of level shift = 0.01333 hartree = 0.363 eV
Small-loss estimate 1.5U(1-q) = 0.01375 hartree
Largest spurious energy (q=1/2) = 0.25000 hartree
Radius enclosing 50 percent = 1.1116 bohr
Radius enclosing 99 percent = 2.4284 bohr
Table: R (bohr), q, energy (hartree), v (hartree), q*v (hartree)
1.0  0.39370  0.23870  0.02126  0.00837
1.5  0.79322  0.16402  -0.05864  -0.04652
2.0  0.95418  0.04372  -0.09084  -0.08667
2.5  0.99237  0.00757  -0.09847  -0.09772
3.0  0.99896  0.00104  -0.09979  -0.09969
Renormalized projector: energy = 0.00000 hartree
Renormalized projector: level shift = -0.10000 hartree
Level response to unit step, radial solver = 0.95418
Radial solver, fixed orbital: q = 0.95418
Radial solver, relaxed orbital: q = 0.95660
Radial solver, fixed: energy = 0.04372 hartree
Radial solver, relaxed: energy = 0.04152 hartree
Radial solver, relaxed: level shift = -0.08725 hartree
```
